# Interconnect Capacitance by Floating Random Walks: Harmonic Kernels and Statistical Error

## Result

Parallel wires of rectangular cross-section lie in a grounded rectangular box that contains two dielectric layers with a flat horizontal interface. The wires are long, so the problem is two-dimensional and capacitances are per unit length. The charges obey $Q_i=\sum_j C_{ij}V_j$, where the off-diagonal $C_{ij}$ are negative and the box is conductor 0.

Let $G$ be a closed curve of length $L$ around wire $i$ alone, inside one layer of permittivity $\varepsilon$. Start a walk at a uniformly random point $\mathbf r$ of $G$, where the outward normal is $\mathbf n$. Move it repeatedly to the edge of a square, by the rules derived below, until it reaches a conductor. The random number

$$X_{ij}=W\,\mathbf 1\{\text{end}=j\},\qquad W=-\varepsilon L\,\frac{K}{h}\,\mathbf n\cdot\mathbf e \tag{1}$$

has mean $C_{ij}$, provided $G$ stays a positive distance from the conductors and the interface. Here $h$ is the half-width of the first square, $\mathbf e=(\cos\Theta,\sin\Theta)$ with $\Theta$ the uniform angle that selects its exit point, $K=K(m=\tfrac12)\approx1.854075$ is the complete elliptic integral, and $\mathbf 1\{\cdot\}$ is 1 if the statement holds and 0 otherwise. If $h$ has a positive lower bound on $G$, the variance $\sigma^2$ of $X_{ij}$ is finite, and the mean $\bar X_N$ of $N$ independent walks satisfies

$$\sqrt{\mathbb E[(\bar X_N-C_{ij})^2]}=\frac{\sigma}{\sqrt N}. \tag{2}$$

## The kernel of a square

Let $\phi_j$ be the potential with conductor $j$ at 1 and all others at 0. Inside a layer it is harmonic. Its value at the centre of a square is a weighted mean of its values on the edge, and a conformal map supplies the weights.

Put the centre at the origin and map the unit disk by

$$f(w)=A\int_0^w\frac{d\zeta}{\sqrt{1+\zeta^4}} .$$

On the unit circle $1+e^{4i\theta}=2\cos 2\theta\,e^{2i\theta}$. For $|\theta|<\pi/4$ this gives

$$\frac{d}{d\theta}f(e^{i\theta})=ie^{i\theta}\frac{A\,e^{-i\theta}}{\sqrt{2\cos2\theta}}=\frac{iA}{\sqrt{2\cos2\theta}} .$$

The derivative is purely imaginary, so this arc becomes a vertical segment, traversed upwards. Since $\zeta^4$ is unchanged by $\zeta\to i\zeta$, we also have $f(iw)=if(w)$. The other three arcs therefore give the same segment turned by multiples of $90^\circ$, and the image is a square.

The distance from the midpoint of a side, with $\theta$ measured from that midpoint, is

$$s(\theta)=\frac{A}{\sqrt2}\int_0^\theta\frac{dt}{\sqrt{\cos2t}} .$$

Substitute $\sin\chi=\sqrt2\sin t$. Then $\cos2t=1-2\sin^2t=\cos^2\chi$, $\cos t=\sqrt{1-\tfrac12\sin^2\chi}$ and $\cos\chi\,d\chi=\sqrt2\cos t\,dt$, so

$$\frac{dt}{\sqrt{\cos 2t}}=\frac{d\chi}{\sqrt2\sqrt{1-\frac12\sin^2\chi}},\qquad s=\frac A2F(\chi|\tfrac12).$$

The corner has $\theta=\pi/4$, $\chi=\pi/2$ and $s=h$. Hence $A=2h/K$ and

$$s(\theta)=\frac hK\,F\!\left(\arcsin(\sqrt2\sin\theta)\,\big|\,\tfrac12\right). \tag{3}$$

A harmonic function stays harmonic under a conformal map. With $u(w)=\phi(f(w))$, the mean-value property of the disk gives

$$\phi(0)=\mathbb E[\phi(\boldsymbol\xi)],\qquad \boldsymbol\xi=f(e^{i\Theta}), \tag{4}$$

with $\Theta$ uniform on $(0,2\pi)$. Equation (3) thus samples the exit point without a table or a truncated series.

The charge needs a gradient. In the disk, Poisson's formula reads

$$u(\rho,\alpha)=\mathbb E\Big[\Big(1+2\sum_{n\ge1}\rho^n\cos n(\Theta-\alpha)\Big)u(e^{i\Theta})\Big].$$

The term linear in $\rho$ contains $2\rho\cos(\Theta-\alpha)=2(w_x\cos\Theta+w_y\sin\Theta)$, so $\nabla_wu(0)=2\,\mathbb E[\mathbf e\,u]$. Near the origin $f(w)=Aw+O(w^5)$, hence $\nabla_wu(0)=A\nabla\phi(0)$. Dividing by $A=2h/K$,

$$\nabla\phi(0)=\frac Kh\,\mathbb E[\mathbf e\,\phi(\boldsymbol\xi)]. \tag{5}$$

The vector $\mathbf e$ is the direction in the disk. It is in general not the direction from the centre of the square to $\boldsymbol\xi$.

Quadrature of (4) and (5) for a known harmonic function reproduces its central value $0.92106099$ and both gradient components to all printed digits. A separate test uses the Fourier solution of the Dirichlet problem: the probability of leaving through the middle half of one given side is $0.18202833$ from both the series and the map. A uniform exit distribution would give $0.125$; the kernel favours the middle of a side over the corners.

## Crossing the interface

At the interface $y=0$ the potential is continuous, and so is $\varepsilon\,\partial_y\phi$. Centre a square on the interface and define, for $y\ge0$,

$$\psi(x,y)=\frac{\varepsilon_{\rm up}\phi(x,y)+\varepsilon_{\rm low}\phi(x,-y)}{\varepsilon_{\rm up}+\varepsilon_{\rm low}} .$$

This function is harmonic for $y>0$, and its slope at the interface is

$$\partial_y\psi(x,0^+)=\frac{\varepsilon_{\rm up}\partial_y\phi(x,0^+)-\varepsilon_{\rm low}\partial_y\phi(x,0^-)}{\varepsilon_{\rm up}+\varepsilon_{\rm low}}=0 .$$

Its even extension to $y<0$ is therefore harmonic in the whole square, and (4) applies to it. Since $\psi(0)=\phi(0)$,

$$\phi(0)=p\,\mathbb E[\phi(\xi_x,|\xi_y|)]+(1-p)\,\mathbb E[\phi(\xi_x,-|\xi_y|)],\qquad p=\frac{\varepsilon_{\rm up}}{\varepsilon_{\rm up}+\varepsilon_{\rm low}} . \tag{6}$$

The walker draws an exit point as before and then places it in the upper half with probability $p$. Equal permittivities give $p=\tfrac12$, the homogeneous kernel. For $\varepsilon_{\rm up}/\varepsilon_{\rm low}\to0$ the walker is sent back into the lower layer, as it must be when no flux enters the upper one.

For relative permittivities 2.5 below and 4.0 above, $p=4.0/6.5=0.615385$. A layered potential with central value 1 is reproduced as $1.00000000$ by (6), whereas equal halves give $0.903181$.

## From walk to capacitance

At each step the walker takes the largest centred square that crosses neither a conductor nor the interface. If it stands on the interface, only the conductors limit the square. The size is a distance in the maximum norm, so squares can share part of an edge with a flat face, and the walker can land on that face with finite probability.

**Termination.** By (4) and (6), any bounded layered solution evaluated along the walk has a conditional mean equal to its present value; it is a bounded martingale and converges with probability one. Two such solutions are $x$ and $(y-y_I)/\varepsilon(y)$, with $y_I$ the interface height, so the position converges. The increments of $x$ have conditional variance $ch_k^2$, with a fixed $c>0$. Martingale increments are uncorrelated, and the box has finite width, so $\sum_k\mathbb E[h_k^2]$ is finite. An unending walk therefore has $h_k\to0$.

Such a walk cannot settle on the interface away from conductors. Each square limited by the interface has one full side on it and lands there with probability $\tfrac14$; the next square is then limited by a conductor. Infinitely many squares are thus limited by conductors, and since their sizes tend to zero, the limit point lies on a conductor. Counting this limit as the end of the walk, and using the continuity of $\phi_j$ up to the conductors,

$$\phi_j(\mathbf r)=P(\text{walk from }\mathbf r\text{ ends on }j). \tag{7}$$

**Charge.** With conductor $j$ at unit potential, Gauss's law gives

$$C_{ij}=-\varepsilon\oint_G\mathbf n\cdot\nabla\phi_j\,ds=-\varepsilon L\,\mathbb E_{\mathbf r}[\mathbf n\cdot\nabla\phi_j(\mathbf r)] .$$

The minus sign comes from $\mathbf E=-\nabla\phi$. Insert (5) for the gradient, then (7) for the potential at the first exit point:

$$C_{ij}=\mathbb E\!\left[-\varepsilon L\frac Kh(\mathbf n\cdot\mathbf e)\,\phi_j(\boldsymbol\xi)\right]=\mathbb E[W\,\mathbf 1\{\text{end}=j\}] .$$

This is (1). One walk contributes to a whole row of the matrix, since its end selects the column.

**A second form for the self term.** For fixed $\mathbf r$ the mean of $\mathbf e$ vanishes, so $\mathbb E[W]=0$. The indicators of all ends add up to 1, hence $\sum_jC_{ij}=0$: equal potentials on all conductors induce no charge. It follows that

$$C_{ii}=\mathbb E[-W\,\mathbf 1\{\text{end}\ne i\}]. \tag{8}$$

Call this the complement form, and $W\mathbf 1\{\text{end}=i\}$ the direct form. Their means agree but their variances differ.

## Error analysis

**The inverse square root.** Since $|\mathbf n\cdot\mathbf e|\le1$, every sample obeys $|X|\le B=\varepsilon LK/h_{\min}$, so $\sigma^2$ is finite. Write $\delta_n=X_n-C$, with $\mathbb E[\delta_n]=0$. Then

$$\mathbb E[(\bar X_N-C)^2]=\frac1{N^2}\sum_{n}\mathbb E[\delta_n^2]+\frac1{N^2}\sum_{n\ne m}\mathbb E[\delta_n\delta_m]=\frac{N\sigma^2}{N^2}+0=\frac{\sigma^2}{N}.$$

The cross terms vanish because independence gives $\mathbb E[\delta_n\delta_m]=\mathbb E[\delta_n]\mathbb E[\delta_m]=0$. This proves (2) for every $N$. The central limit theorem adds that, for large $N$, the interval $\bar X_N\pm1.96\,\sigma/\sqrt N$ covers $C$ with probability near 95%.

**Bias.** A computed walk stops when it is within a tolerance $\delta$ of a conductor. If this shifts the mean by $b$, the mean square error becomes $\sigma^2/N+b^2$, and the error levels off at $|b|$. The potential differs from its boundary value by $O(\delta)$ near a flat face. At a wire corner the field region has angle $3\pi/2$; the leading solution $\rho^\nu\sin\nu\theta$ vanishes on both faces for $\nu=2/3$, so the difference is $O(\delta^{2/3})$. With $\delta=10^{-7}$ nm and a gap of 40 nm, $(\delta/40\,\text{nm})^{2/3}\approx2\times10^{-6}$. This is an error of the potential; the capacitance receives it multiplied by a weight of size at most $B$, which gives about $0.002$ aF/µm for the surface at $d=20$ nm used below. A walker within $\delta$ of the interface is likewise moved onto it, which changes the potential by $O(\delta)$. These scale estimates are far below the statistical errors reported here.

**Where the law fails.** If $G$ crossed the interface, $h$ would fall to zero in proportion to the distance $t$ along $G$ from the crossing. Then $\mathbb E[W^2]$ would contain $\int dt/t^2$, which diverges, and (2) would lose its meaning. Even $\mathbb E|W|$ would contain the divergent $\int dt/t$, so the mean in (1) would not exist either. Keeping $G$ inside one layer, away from its edges, prevents this. It also limits the method as given here: wire $i$ must not touch or cross the interface, as wires in real stacks often do, and such wires need kernels for squares that the interface cuts off-centre. Correlated walks also invalidate (2), through the cross terms.

**Distance of the surface from the wire.** Let $G$ be the curve at maximum-norm distance $d$ from wire $i$, with the interface and all other conductors at least $d$ away from $G$. Then $h=d$ everywhere on $G$, and $B=\varepsilon LK/d$. For uniform $\Theta$, $\mathbb E[(\mathbf n\cdot\mathbf e)^2]=\tfrac12$. Each walk contributes to one of the two self forms and not to the other, so

$$\mathbb E[X_{\rm direct}^2]+\mathbb E[X_{\rm compl}^2]=\mathbb E[W^2]=\frac{B^2}{2}. \tag{9}$$

As $d\to0$ nearly all walks return to wire $i$. The direct form then takes nearly all of (9), and $\sigma_{\rm direct}/L\to\varepsilon K/(\sqrt2\,d)$.

The complement form needs an escape. After the first square the walker is at most $2d$ from the wire, where $1-\phi_i$ is proportional to $d$ along the flat faces. Corner regions have length $O(d)$ and escape probability $O(d^{2/3})$; their total $O(d^{5/3})$ is of higher order. Hence $\mathbb E[X_{\rm compl}^2]/L^2\propto d^{-2}\,d$, and $\sigma_{\rm compl}/L\propto d^{-1/2}$. At fixed accuracy the walk count grows as $1/d$ instead of $1/d^2$.

**Weak couplings.** Let $P_j$ be the fraction of walks that end on $j$. The Cauchy–Schwarz inequality gives $C_{ij}^2=(\mathbb E[W\mathbf 1_j\mathbf 1_j])^2\le\mathbb E[W^2\mathbf 1_j]\,P_j$, and therefore

$$\frac{\sigma_{ij}^2}{C_{ij}^2}\ge\frac1{P_j}-1 .$$

A relative standard error $\eta$ requires at least $(1/P_j-1)/\eta^2$ walks. A distant or screened wire, rarely reached, is expensive in relative terms even when its absolute error is small.

## Worked example

Three wires, each 40 nm wide and 80 nm high, stand in a box of 320 nm by 240 nm. The gaps beside the central wire are 40 nm on the left and 50 nm on the right. The model permittivities are those used above, with the interface at a height of 200 nm. For $d=20$ nm the surface has length $L=2(80+120)=400$ nm. The dimensionless factor is $LK/d=400\times1.854/20=37.08$, and the bound is $B=820.8$ aF/µm.

**Reference.** A finite-volume calculation sets the central wire to 1 V and sums the charge on each conductor. This gives a column of the matrix, while the walks give a row. They agree because $C_{ij}=\int\varepsilon\nabla\phi_i\cdot\nabla\phi_j\,dA$ is symmetric.

Near a wire corner the field varies as $\rho^{-1/3}$. The energy within one grid step $a$ of it scales as $\int_0^a\rho^{-2/3}\rho\,d\rho\propto a^{4/3}$, which suggests an error of that order. The three finest grids show an order of 1.348. With $2^{4/3}=2.5198$, the last two self capacitances extrapolate to

$$151.2758-\frac{151.6562-151.2758}{2.5198-1}=151.025\ \text{aF/µm}.$$

The previous pair of grids changes no extrapolated element by more than 0.0065 aF/µm. This indicates the accuracy of the reference without bounding it.

**Capacitances.** With 409,600 walks, averaging 6.09 squares each, the results in aF/µm are:

| Element | Walks | Grid |
|---|---|---|
| self | $151.5\pm0.6$ | 151.0 |
| left wire | $-56.6\pm0.4$ | −56.0 |
| right wire | $-44.1\pm0.3$ | −44.3 |
| box | $-50.8\pm0.4$ | −50.7 |

The uncertainties are one standard error. The largest deviation is that of the left wire, $0.621/0.366=1.7$ standard errors. The self value uses (8), so the walk row sums to zero by construction. The direct form gives $151.3\pm0.6$. In other units the self capacitance from the grid is 0.151 fF/µm.

The mean weight is $-0.228\pm0.907$ aF/µm, consistent with zero. Equation (9) predicts its standard error: $820.82/(\sqrt2\times640)=0.907$, where $640=\sqrt{409600}$.

**Error against walk count.** One complement sample has $\sigma=375.8$ aF/µm. The walks were divided into separate batches of $N$, and the error of each batch mean was measured against the grid value, not against the overall walk mean. In aF/µm:

| $N$ | Batches | Measured rms | $\sigma/\sqrt N$ |
|---|---|---|---|
| 100 | 4096 | 37.3 | 37.6 |
| 400 | 1024 | 18.0 | 18.8 |
| 1600 | 256 | 9.3 | 9.4 |
| 6400 | 64 | 4.1 | 4.7 |

Four times as many walks roughly halve the error. The fitted logarithmic slope is $-0.517$, within the test tolerance of 0.06 around $-0.5$. The last row lies 14% below the prediction. For $M$ nearly normal batch means the mean square has relative scatter $\sqrt{2/M}$, so the rms has $1/\sqrt{2M}$, or 9% for $M=64$; the deviation is about 1.5 times this scatter. The rows regroup the same walks and are not independent of each other.

At $N=1600$, 93.75% of the nominal 95% intervals contain the reference. The expected scatter of this fraction is $\sqrt{0.95\times0.05/256}=1.4\%$.

A standard error of 1% of the self capacitance needs $(375.82/1.51488)^2\approx6.15\times10^4$ walks. One tenth of that error needs a hundred times as many, about 6.2 million.

**Closer surfaces.** Runs of 80,000 walks at $d=5$ nm and $d=1.25$ nm test the choice of $G$. The direct $\sigma$ rises from 1502 to 5701 aF/µm, the complement $\sigma$ from 598 to 1075 aF/µm. After division by $L$, which falls from 280 to 250 nm, the exponents in $d$ are $-1.044$ and $-0.504$, against the limits $-1$ and $-\tfrac12$. Only a few per cent of the walks escape at $d=1.25$ nm, so the complement $\sigma$ there has a sampling error of about 1% and its exponent one of about 0.01; the digits beyond $-0.5$ are not resolved. The direct exponent is slightly steeper than its limit because, by (9), the share taken by the complement form shrinks as $d$ falls.

At $d=1.25$ nm the direct mean is 162.9 aF/µm, which looks poor beside 151.0. Its standard error, however, is $5700.5/\sqrt{80000}=20.2$ aF/µm. The complement form gives $145.0\pm3.8$ aF/µm, 1.6 standard errors from the reference. Moving the surface leaves the expected value unchanged, as Gauss's law requires, but changes the number of walks needed to resolve it. The remaining values are in the numerical output.

## Table of computed values

```
relative permittivity, lower / upper layer: 2.5 / 4.0
box 320 x 240 nm, interface height 200 nm
left wire x1,x2,y1,y2 (nm): 50 90 80 160
central wire x1,x2,y1,y2 (nm): 130 170 80 160
right wire x1,x2,y1,y2 (nm): 220 260 80 160
K(m=1/2) = 1.854075
mean value: kernel 0.92106099, true 0.92106099
x-gradient: kernel 0.64474270, true 0.64474270
y-gradient: kernel -0.27259284, true -0.27259284
P(exit in middle half of one side): map 0.18202833, series 0.18202833
upper-half probability on interface: 0.615385
layered test (true 1): right rule 1.00000000, equal halves 0.903181
grid step 10.00 nm: self capacitance 155.1164 aF/um
grid step  5.00 nm: self capacitance 152.6247 aF/um
grid step  2.50 nm: self capacitance 151.6562 aF/um
grid step  1.25 nm: self capacitance 151.2758 aF/um
observed grid order: 1.348
largest change of extrapolated values: 0.0065 aF/um
walks 409600, surface distance 20 nm, length 400 nm
mean squares per walk: 6.09
weight bound: 820.82 aF/um
mean weight -0.228 +- 0.907 aF/um
C to box: walk -50.793 +- 0.378, grid -50.672 aF/um; end fraction 0.1959
C to left wire: walk -56.641 +- 0.366, grid -56.020 aF/um; end fraction 0.1739
C to self: walk 151.488 +- 0.587, grid 151.025 aF/um; end fraction 0.4932
C to right wire: walk -44.054 +- 0.325, grid -44.333 aF/um; end fraction 0.1370
self, direct form: 151.260 +- 0.604 aF/um
sigma of one walk, self complement form: 375.82 aF/um
N=100: batches 4096, rms error 37.318, sigma/sqrt(N) 37.582 aF/um
N=400: batches 1024, rms error 18.011, sigma/sqrt(N) 18.791 aF/um
N=1600: batches 256, rms error 9.336, sigma/sqrt(N) 9.395 aF/um
N=6400: batches 64, rms error 4.062, sigma/sqrt(N) 4.698 aF/um
fitted slope of log error against log N: -0.5168
coverage of 95% intervals at N=1600: 0.9375
walks for 1% standard error of self: 61545
d=5.0 nm, L=280 nm: direct mean 146.91, sigma 1501.5; complement mean 152.14, sigma 598.3 aF/um
d=1.25 nm, L=250 nm: direct mean 162.87, sigma 5700.5; complement mean 144.98, sigma 1075.0 aF/um
exponent of sigma/L in d: direct -1.044, complement -0.504
```
